# Exchange hole and LDA dissociation error of stretched H2+

## Question

I am working on H\(_2^+\) with the protons A and B pulled far apart, and two parts of an exercise have me stuck.

The first part asks me to show that the exact exchange hole puts half an electron on each proton. I don't see how. If the electron is found near A, surely the hole should surround it there. Why would any of it be near B, and what is being excluded when there is no second electron?

The second part asks for the dissociation error of the local density approximation (LDA), using two hydrogen densities that each hold half an electron. I know that LDA exchange scales as the 4/3 power of the density, but I am unsure which energies to compare, and what happens to the kinetic energy and the proton terms. How large is the error, and is it connected with the hole?

## Answer

I use Rydberg atomic units: lengths in bohr, kinetic energy operator \(-\nabla^2\), electron–proton attraction \(-2/r\), repulsion between electrons \(2/r\). The hydrogen atom then has energy \(-1\) Ry. The electron has spin up, and LDA means the spin-polarized form, at first with exchange alone.

### The exact hole

For electrons of one spin in a single determinant, the density of pairs at \(\mathbf r\) and \(\mathbf r'\) is \(n(\mathbf r)n(\mathbf r')-|\gamma(\mathbf r,\mathbf r')|^2\), where \(\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')\) runs over the occupied orbitals. Dividing by \(n(\mathbf r)\) gives the density of other electrons at \(\mathbf r'\) when one is at \(\mathbf r\). It is \(n(\mathbf r')+n_x(\mathbf r,\mathbf r')\), with the exchange hole

\[
n_x(\mathbf r,\mathbf r')=-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{n(\mathbf r)} .
\]

With one orbital, \(|\gamma|^2=|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2=n(\mathbf r)n(\mathbf r')\), so

\[
n_x(\mathbf r,\mathbf r')=-n(\mathbf r').
\]

This answers your first puzzle. The average density \(n(\mathbf r')\) includes the electron itself, spread over both protons. The hole must remove all of it, because no other electron exists. It therefore has the shape of the whole density, wherever the reference electron is.

The ground state is symmetric under reflection in the plane midway between the protons, so each half-space holds hole charge \(-1/2\) at every \(R\), the proton separation. It remains to show that this charge gathers at the protons.

For large \(R\) the orbital approaches

\[
\psi=\frac{a+b}{\sqrt{2(1+S)}},\qquad a=\frac{e^{-r_A}}{\sqrt\pi},\quad b=\frac{e^{-r_B}}{\sqrt\pi},\quad S=\int ab\,d^3r ,
\]

because the field of the distant proton, which distorts each atomic orbital, falls off as \(1/R^2\). The overlap also vanishes. Since \(r_A+r_B\ge R\),

\[
S\le e^{-R/2}\int\frac{e^{-(r_A+r_B)/2}}{\pi}\,d^3r\le e^{-R/2}\int\frac{e^{-r_A}}{\pi}\,d^3r=8e^{-R/2},
\]

where the second inequality is Cauchy–Schwarz. Hence \(n\to\tfrac12a^2+\tfrac12b^2\), and a sphere of radius \(c<R/2\) about either proton holds

\[
-\frac12\int_0^c4r^2e^{-2r}dr=-\frac12\left[1-e^{-2c}(1+2c+2c^2)\right].
\]

This tends to \(-1/2\) as \(c\) grows.

To see the approach at finite \(R\), I diagonalized the H\(_2^+\) Hamiltonian in a basis of Gaussian s and p functions and integrated the hole over spheres of radius \(R/2\), with the electron at A. Each sphere holds \(-0.381\) at \(R=4\), \(-0.4915\) at \(R=8\) and \(-0.4997\) at \(R=12\), in units of one electron. The rest lies outside the two spheres.

Your picture of a hole that stays near its electron does hold in a different case. Put two electrons of parallel spin into \((a+b)/\sqrt2\) and \((a-b)/\sqrt2\), with negligible overlap. The cross terms cancel:

\[
\gamma(\mathbf r,\mathbf r')=a(\mathbf r)a(\mathbf r')+b(\mathbf r)b(\mathbf r').
\]

For \(\mathbf r\) near A, \(b(\mathbf r)\approx0\), so \(n_x=-a(\mathbf r')^2\): the whole hole is on A. What splits the hole is a single electron of a given spin shared between two sites. This is not confined to H\(_2^+\): in a spin-restricted determinant for stretched neutral H\(_2\), each spin has one electron in \((a+b)/\sqrt2\), and the exchange hole again puts \(-1/2\) on each proton.

There is one condition. At infinite \(R\), the state \(\sqrt w\,a+\sqrt{1-w}\,b\) has the same energy for every \(w\) between 0 and 1, and its hole has charges \(-w\) and \(-(1-w)\). The half-and-half result belongs to \(w=1/2\), which is the ground state at any finite \(R\) in the absence of an outside field. I keep \(w\) general below, since it shows what LDA does to this degeneracy.

### Which energies to compare

Compare \(w=1/2\) with \(w=1\), a hydrogen atom plus a bare proton. The exact energies agree as \(R\to\infty\), so any difference is the dissociation error. I hold the atomic densities fixed and allow for relaxation later.

**One-electron terms.** With negligible overlap, the kinetic energy and the attraction to the nearer proton are weighted by \(w\) on A and \(1-w\) on B. Their sum is \(-w-(1-w)=-1\) Ry. Attraction to the farther proton gives \(-2w/R-2(1-w)/R=-2/R\), which cancels the proton–proton repulsion \(+2/R\). None of these terms contributes to the difference.

**Hartree energy.** The factor \(1/2\) for double counting cancels the 2 in the repulsion:

\[
U=\frac12\iint n(\mathbf r)n(\mathbf r')\frac{2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

For one hydrogen density, split the inner integral into charge inside and outside radius \(r\):

\[
\begin{aligned}
\phi(r)&=\frac{1-e^{-2r}(1+2r+2r^2)}{r}+\int_r^\infty4r'e^{-2r'}dr'\\
&=\frac1r-e^{-2r}\left(\frac1r+2+2r\right)+e^{-2r}(1+2r)
=\frac1r-e^{-2r}\left(1+\frac1r\right).
\end{aligned}
\]

Then

\[
U_H=\int_0^\infty4r^2e^{-2r}\phi(r)\,dr
=4\left[\int_0^\infty re^{-2r}dr-\int_0^\infty(r^2+r)e^{-4r}dr\right]
=4\left[\frac14-\frac1{32}-\frac1{16}\right]=\frac58 .
\]

Each fraction interacts with itself quadratically. The two fractions also repel each other, and this cross term occurs twice in the double integral:

\[
U=\frac58\left[w^2+(1-w)^2\right]+\frac{2w(1-w)}R .
\]

**Exact exchange.** Inserting \(n_x=-n(\mathbf r')\) gives

\[
E_x=\iint\frac{n(\mathbf r)n_x(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=-U .
\]

The self-repulsion cancels for every \(w\), including its \(1/R\) part. That part needs the portion of the hole on the distant proton.

### LDA exchange and its own hole

LDA takes the hole of a uniform electron gas with the local density. Filling plane waves of one spin up to \(k\), and writing \(u=|\mathbf r-\mathbf r'|\) and \(t=ku\),

\[
\gamma(u)=\frac1{2\pi^2}\int_0^k q^2\frac{\sin qu}{qu}\,dq
=\frac{\sin t-t\cos t}{2\pi^2u^3}
=n\,\frac{3j_1(t)}t,\qquad n=\frac{k^3}{6\pi^2},
\]

with \(j_1(t)=(\sin t-t\cos t)/t^2\). The model hole is \(-\gamma^2/n=-n[3j_1(t)/t]^2\), centred on the electron. Its exchange energy per electron is

\[
\varepsilon_x=-\int_0^\infty4\pi u^2\,\frac nu\left[\frac{3j_1(ku)}{ku}\right]^2du
=-\frac{36\pi n}{k^2}\int_0^\infty\frac{j_1(t)^2}{t}\,dt .
\]

To do the integral, let \(j_0=\sin t/t\). From \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/t\), we get \((j_0^2+j_1^2)'=-4j_1^2/t\). The bracket falls from 1 at \(t=0\) to 0 at infinity, so the integral is \(1/4\). Therefore

\[
\varepsilon_x=-\frac{9\pi n}{k^2}=-\frac{3k}{2\pi}
=-\frac32\left(\frac6\pi\right)^{1/3}n^{1/3},\qquad
E_x^{\rm LDA}=-\frac32\left(\frac6\pi\right)^{1/3}\int n^{4/3}\,d^3r .
\]

For the hydrogen density,

\[
\int n^{4/3}d^3r=\frac{4\pi}{\pi^{4/3}}\int_0^\infty r^2e^{-8r/3}dr
=\frac4{\pi^{1/3}}\cdot2\left(\frac38\right)^3=\frac{27}{64\,\pi^{1/3}} ,
\]

and its LDA exchange energy is \(-K\), with

\[
K=\frac{81}{128}\left(\frac6{\pi^2}\right)^{1/3}=0.53607\ \text{Ry}.
\]

A density scaled by \(w\) has exchange energy \(-Kw^{4/3}\).

### The dissociation error

Subtracting the LDA energy at \(w=1\) from that at \(w\), both at infinite \(R\), gives

\[
\Delta(w)=\frac58\left[w^2+(1-w)^2-1\right]+K\left[1-w^{4/3}-(1-w)^{4/3}\right].
\]

At \(w=1/2\) the first bracket is \(-1/2\), and \(2(1/2)^{4/3}=2^{-1/3}\). Hence

\[
\Delta=-\frac5{16}+K\left(1-2^{-1/3}\right)
=-0.31250+0.11059=-0.20191\ \text{Ry}=-2.747\ \text{eV}.
\]

LDA puts the two half-electron atoms about 2.7 eV below a hydrogen atom and a proton, although the exact difference is zero.

It helps to measure each end against the exact energy of \(-1\) Ry:

- Two halves: \(0.31250-0.42548=-0.11298\) Ry, too low.
- Hydrogen atom: \(0.62500-0.53607=+0.08893\) Ry, too high.

Their difference is \(-0.11298-0.08893=-0.20191\) Ry. The dissociation error therefore contains the atom's own error as well as that of the halves.

For unequal sharing, \(\Delta(0.9)=-0.067\) Ry and \(\Delta(0.75)=-0.148\) Ry. The minimum is at \(w=1/2\). To prove it, set \(p=(1-w)^{1/3}\) and \(q=w^{1/3}\), so that \(1-2w=p^3-q^3\). Then

\[
\Delta'(w)=-\frac54(p^3-q^3)+\frac43K(p-q)
=-(p-q)\left[\frac54(p^2+pq+q^2)-\frac43K\right].
\]

Since \(p\) and \(q\) lie between 0 and 1, \(p^2+pq+q^2\ge p^3+q^3=1\). The square bracket is thus at least \(1.25-0.715>0\). So \(\Delta\) falls for \(0<w<1/2\) and, by symmetry, rises for \(1/2<w<1\). Where the exact energy is flat in \(w\), LDA favours equal sharing.

### How the hole enters

Going from one atom to two halves, exact exchange changes from \(-5/8\) to \(-5/16\) Ry, a factor of \(1/2\). Half of the hole is now far from the electron and contributes nothing as \(R\to\infty\). LDA exchange is reduced only by the factor \(2^{-1/3}\approx0.79\). Its hole has no knowledge of the other proton: when the local density is halved, the hole spreads out somewhat but keeps its full charge around the electron.

Take the electron at a proton of the stretched molecule, where \(n=1/(2\pi)\). Numerical integration of the model hole puts \(-0.925\) of its charge within 6 bohr, against nearly \(-0.5\) for the exact hole. The exchange energies per electron at this point are

\[
\varepsilon_x^{\rm LDA}=-\frac32\left(\frac3{\pi^2}\right)^{1/3}=-1.0086\ \text{Ry},\qquad
\varepsilon_x^{\rm exact}=-\frac12\int\frac{a^2}{r_A}\,d^3r=-0.5000\ \text{Ry}.
\]

This compares a single point, and not all of the gap comes from the split hole. At the nucleus of a whole hydrogen atom, where \(n=1/\pi\), LDA already gives \(-\tfrac32(6/\pi^2)^{1/3}=-1.271\) Ry against the exact \(-1\) Ry. The total error follows from the integrated energies above.

The missing distant part of the hole has a second effect. At large finite \(R\), with these frozen densities,

\[
E^{\rm LDA}(R)\approx-1-0.11298+\frac1{2R}\ \text{Ry}.
\]

The last term is the repulsion between the electron's own two halves, which exact exchange would cancel. The formula gives \(-1.0796\) Ry at \(R=15\) and \(-1.0963\) Ry at \(R=30\). LDA thus makes the separated fragments repel each other while approaching a limit that is too low.

### Relaxation, correlation and hybrids

Letting the densities adjust changes little. Self-consistent LDA exchange calculations in the Gaussian basis, with occupation 1 for the atom and \(1/2\) for each half, give \(-0.9142\) Ry for the atom and \(-1.1163\) Ry for the two halves together. The error becomes \(-0.2021\) Ry, or \(-2.75\) eV.

Correlation should vanish for one electron, but local correlation does not. Evaluated on the frozen densities with the Perdew–Wang parametrization, it is \(-0.0444\) Ry for the atom and \(-0.0400\) Ry for the halves. This shifts the error by \(+0.0044\) Ry, to \(-0.1975\) Ry or \(-2.69\) eV.

A hybrid that replaces a fraction \(\alpha\) of LDA exchange by exact exchange mixes an error of \(\Delta\) with an error of zero. For frozen densities and without correlation, its dissociation error is \((1-\alpha)\Delta\), and its false repulsion is \((1-\alpha)/(2R)\). Both shrink in proportion to the exact exchange admitted, and both vanish at \(\alpha=1\).
